\section*{Ewald forces on point charges in a periodic cell, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Hartree atomic units are used. A cell of volume $\Omega$ repeats with lattice vectors $\mathbf L$; the reciprocal vectors $\mathbf G$ satisfy $e^{i\mathbf G\cdot\mathbf L}=1$. The cell holds point charges $Z_i$ at distinct positions $\boldsymbol\tau_i$, with total charge $Q=\sum_i Z_i$, and a uniform background of density $-Q/\Omega$. At fixed cell, and for any $\eta>0$, the force $\mathbf F_i=-\partial E/\partial\boldsymbol\tau_i$ is $\mathbf F_i^{R}+\mathbf F_i^{G}$ with
\begin{align}
\mathbf F_i^{R}&=Z_i\sum_j Z_j{\sum_{\mathbf L}}'\left[\frac{\operatorname{erfc}(\eta r)}{r^2}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r}\right]\frac{\mathbf r}{r},\qquad \mathbf r=\boldsymbol\tau_i-\boldsymbol\tau_j-\mathbf L,\label{eq:FR}\\
\mathbf F_i^{G}&=\frac{4\pi Z_i}{\Omega}\sum_{\mathbf G\neq0}\mathbf G\,\frac{e^{-G^2/4\eta^2}}{G^2}\sum_j Z_j\sin\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j).\label{eq:FG}
\end{align}
The prime omits the term $r=0$. The energy per cell $E$ is the one defined by the periodic solution of Poisson's equation. The sum of (\ref{eq:FR}) and (\ref{eq:FG}) is independent of $\eta$ when both series are converged; truncated series depend on $\eta$.

\section{Definition of the energy}

A bare sum of $1/r$ over a lattice diverges for $Q\neq0$ and is not absolutely convergent for a neutral cell with a dipole, so $E$ has to be defined before it is differentiated.

One tool is used repeatedly. Let $f$ have the transform $\tilde f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$ and be absolutely integrable. The sum $\sum_{\mathbf L}f(\mathbf r-\mathbf L)$ is periodic, and its Fourier coefficient is $\Omega^{-1}\int_{\rm cell}\sum_{\mathbf L}f(\mathbf r-\mathbf L)e^{-i\mathbf G\cdot\mathbf r}d^3r$. Since $e^{-i\mathbf G\cdot\mathbf L}=1$, the shift $\mathbf r\to\mathbf r+\mathbf L$ in each term joins the cell integrals into one integral over all space. This gives the Poisson summation formula
\begin{equation}
\sum_{\mathbf L}f(\mathbf r-\mathbf L)=\frac1\Omega\sum_{\mathbf G}\tilde f(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\label{eq:poisson}
\end{equation}
whose $\mathbf G=0$ term says that the cell average of the sum is $\Omega^{-1}\int f\,d^3r$. For an integrable $f$ the right side is the Fourier series of the left side, which fixes the coefficients but does not ensure convergence at each point. For a Gaussian both sides converge absolutely to continuous functions, and the equality holds at every $\mathbf r$. Below, the formula is used pointwise only for Gaussians; for $\operatorname{erfc}(\eta r)/r$ only the cell average is taken from it.

Let $\psi$ be the potential of a lattice of unit charges with its own background:
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf L}\delta(\mathbf r-\mathbf L)-\frac1\Omega\Big],\qquad \psi\ \text{periodic},\qquad \int_{\rm cell}\psi\,d^3r=0.\label{eq:psidef}
\end{equation}
The solution is unique. The difference of two solutions is periodic and harmonic, so its coefficients obey $G^2c_{\mathbf G}=0$ and only $c_0$ can survive, and the zero average removes $c_0$. Since $\psi(-\mathbf r)$ solves the same problem, $\psi$ is even. Periodicity also makes the cell average of the field $-\nabla\psi$ vanish; this is the boundary condition that Section~\ref{sec:bare} compares with that of a finite cluster.

The total charge density is $\rho=\sum_jZ_j[\sum_{\mathbf L}\delta(\mathbf r-\boldsymbol\tau_j-\mathbf L)-1/\Omega]$, because the separate backgrounds add to $-Q/\Omega$, and its potential is $\phi=\sum_jZ_j\psi(\mathbf r-\boldsymbol\tau_j)$. In $\frac12\int_{\rm cell}\rho\phi\,d^3r$ the background part is $-(Q/2\Omega)\int_{\rm cell}\phi\,d^3r=0$. The point part is $\frac12\sum_iZ_i\phi(\boldsymbol\tau_i)$, from which the infinite interaction $Z_i^2/r$ of each charge with itself is removed:
\begin{equation}
E=\frac12\sum_{i\neq j}Z_iZ_j\,\psi(\boldsymbol\tau_i-\boldsymbol\tau_j)+\frac{\xi}{2}\sum_iZ_i^2,\qquad \xi=\lim_{r\to0}\Big[\psi(\mathbf r)-\frac1r\Big].\label{eq:Edef}
\end{equation}
This is the ion--ion energy of a plane-wave calculation in which the $\mathbf G=0$ component of each Coulomb term is dropped. A change of $\boldsymbol\tau_i$ moves ion $i$ together with all its images.

\section{Splitting of the potential}

Let $g(r)=(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$. For a radial function $\nabla^2(h/r)=h''/r$. With $h=\operatorname{erf}(\eta r)$ one has $h'=(2\eta/\sqrt\pi)e^{-\eta^2r^2}$ and $h''=-(4\eta^3r/\sqrt\pi)e^{-\eta^2r^2}$, so
\begin{equation}
\nabla^2\frac{\operatorname{erf}(\eta r)}{r}=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi g .
\end{equation}
No delta function arises, since $\operatorname{erf}(\eta r)/r$ is smooth at the origin. With $\nabla^2(1/r)=-4\pi\delta$ and $\operatorname{erfc}=1-\operatorname{erf}$ it follows that $\nabla^2[\operatorname{erfc}(\eta r)/r]=-4\pi(\delta-g)$. The transform of $g$ factorizes over Cartesian directions. Completing the square, $-\eta^2x^2-ikx=-\eta^2(x+ik/2\eta^2)^2-k^2/4\eta^2$, gives $e^{-k^2/4\eta^2}$ per direction, so $\tilde g(\mathbf k)=e^{-k^2/4\eta^2}$ and $\tilde g(0)=1$: the Gaussian carries unit charge.

The source in (\ref{eq:psidef}) is written as $\sum_{\mathbf L}(\delta-g)+[\sum_{\mathbf L}g-1/\Omega]$. The first part is produced by $\psi_S=\sum_{\mathbf L}\operatorname{erfc}(\eta|\mathbf r-\mathbf L|)/|\mathbf r-\mathbf L|$, which converges like a Gaussian. Its cell average follows from (\ref{eq:poisson}) and one integration by parts:
\begin{equation}
\frac{4\pi}{\Omega}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{4\pi}{\Omega}\int_0^\infty\frac{r^2}{2}\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}dr=\frac{4\pi}{\Omega}\frac{\eta}{\sqrt\pi}\frac{\sqrt\pi}{4\eta^3}=\frac{\pi}{\Omega\eta^2}.
\end{equation}
By (\ref{eq:poisson}) the second part equals $\Omega^{-1}\sum_{\mathbf G\neq0}e^{-G^2/4\eta^2}e^{i\mathbf G\cdot\mathbf r}$, the $\mathbf G=0$ term being cancelled by $-1/\Omega$. Poisson's equation, $-G^2c_{\mathbf G}=-4\pi e^{-G^2/4\eta^2}/\Omega$, fixes the coefficients of its zero-average potential, and the pair $\pm\mathbf G$ turns the exponentials into cosines. Adding the two potentials and subtracting the average of $\psi_S$ gives a function that meets all three conditions in (\ref{eq:psidef}), so
\begin{equation}
\psi(\mathbf r)=\sum_{\mathbf L}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf L|)}{|\mathbf r-\mathbf L|}+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\Omega\eta^2}.\label{eq:psi}
\end{equation}
For $\xi$, the $\mathbf L=0$ term minus $1/r$ is $-\operatorname{erf}(\eta r)/r$, which tends to $-2\eta/\sqrt\pi$ because $\operatorname{erf}x=2x/\sqrt\pi+O(x^3)$. All other terms of (\ref{eq:psi}) are evaluated at $\mathbf r=0$. The $i=j$ terms of (\ref{eq:Edef}) then complete the double sums. With $S(\mathbf G)=\sum_jZ_je^{i\mathbf G\cdot\boldsymbol\tau_j}$ one has $\sum_{ij}Z_iZ_j\cos\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j)=|S|^2$ and $\sum_{ij}Z_iZ_j=Q^2$, so $E=E_R+E_G+E_{\rm self}+E_{\rm bg}$ with
\begin{align}
E_R&=\frac12\sum_{jk}Z_jZ_k{\sum_{\mathbf L}}'f(|\boldsymbol\tau_j-\boldsymbol\tau_k-\mathbf L|),\qquad f(r)=\frac{\operatorname{erfc}(\eta r)}{r},\label{eq:ER}\\
E_G&=\frac{2\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}|S(\mathbf G)|^2,\label{eq:EG}\\
E_{\rm self}&=-\frac{\eta}{\sqrt\pi}\sum_iZ_i^2,\qquad E_{\rm bg}=-\frac{\pi Q^2}{2\Omega\eta^2}.\label{eq:Econst}
\end{align}

\section{The force}

The differentiated series again converge like Gaussians, uniformly in $\boldsymbol\tau_i$ as long as no two ions meet, so the derivative is taken term by term. The terms (\ref{eq:Econst}) do not contain $\boldsymbol\tau_i$ and give no force. $E_{\rm bg}$ does depend on $\Omega$ and must be kept in a stress calculation.

In (\ref{eq:ER}) the position $\boldsymbol\tau_i$ appears for $j=i$ and for $k=i$; the terms $j=k=i$ depend on $\mathbf L$ alone. The terms $j=i$, $k\neq i$ have gradient $\frac12Z_iZ_kf'(r)\,\mathbf r/r$ with $\mathbf r=\boldsymbol\tau_i-\boldsymbol\tau_k-\mathbf L$. In the terms $k=i$ the distance is $|\boldsymbol\tau_j-\boldsymbol\tau_i-\mathbf L|=|\boldsymbol\tau_i-\boldsymbol\tau_j+\mathbf L|$, and relabelling $\mathbf L\to-\mathbf L$ makes them equal to the first set. The two halves add, and
\begin{equation}
-f'(r)=\frac{\operatorname{erfc}(\eta r)}{r^2}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r},
\end{equation}
since $d\operatorname{erfc}(\eta r)/dr=-(2\eta/\sqrt\pi)e^{-\eta^2r^2}$. This is (\ref{eq:FR}) for $j\neq i$. The bracket is positive and $\mathbf r$ points from the source to ion $i$, so like charges repel. The $j=i$ terms may be left in (\ref{eq:FR}), because there $\mathbf r=-\mathbf L$ and the terms $\pm\mathbf L$ cancel.

In (\ref{eq:EG}), write $|S|^2=\sum_{jk}Z_jZ_k\cos\mathbf G\cdot(\boldsymbol\tau_j-\boldsymbol\tau_k)$. The terms $j=i$ have gradient $-\mathbf G Z_iZ_k\sin\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_k)$, and the terms $k=i$ give the same because the cosine is even. Hence
\begin{equation}
-\frac{\partial|S|^2}{\partial\boldsymbol\tau_i}=2\mathbf G Z_i\sum_jZ_j\sin\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j)=2\mathbf G Z_i\operatorname{Im}\big[e^{i\mathbf G\cdot\boldsymbol\tau_i}S^*(\mathbf G)\big],
\end{equation}
and the prefactor $2\pi/\Omega$ becomes the $4\pi/\Omega$ of (\ref{eq:FG}). The last form is the one to implement: $S$ is built once per $\mathbf G$, and the cost per $\mathbf G$ is linear in the number of ions. The summand is even under $\mathbf G\to-\mathbf G$, so half of reciprocal space with a factor 2 suffices. Both (\ref{eq:FR}) and (\ref{eq:FG}) are odd under the exchange $i\leftrightarrow j$, so $\sum_i\mathbf F_i=0$ holds for each part separately. In compact form,
\begin{equation}
\mathbf F_i=-Z_i\sum_{j\neq i}Z_j\,\nabla\psi(\boldsymbol\tau_i-\boldsymbol\tau_j).\label{eq:Fpsi}
\end{equation}

\section{Independence of $\eta$}

Problem (\ref{eq:psidef}) contains no $\eta$ and has one solution, which already proves the claim. The explicit cancellation shows how weight moves between the sums. The $\eta$-derivative of the bracket in (\ref{eq:FR}) is
\begin{equation}
-\frac{2}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r}+\frac{2}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r}-\frac{4\eta^2r}{\sqrt\pi}e^{-\eta^2r^2},
\end{equation}
where the first term comes from $\operatorname{erfc}$, the second from the prefactor $\eta$ and the third from the exponential. Therefore
\begin{equation}
\frac{\partial\mathbf F_i^R}{\partial\eta}=-\frac{4\eta^2}{\sqrt\pi}Z_i\sum_jZ_j\sum_{\mathbf L}\mathbf r\,e^{-\eta^2r^2}.\label{eq:dFR}
\end{equation}
Formula (\ref{eq:poisson}) applied to $e^{-\eta^2r^2}=(\pi^{3/2}/\eta^3)g$ reads
\begin{equation}
\sum_{\mathbf L}e^{-\eta^2|\mathbf s-\mathbf L|^2}=\frac{\pi^{3/2}}{\Omega\eta^3}\sum_{\mathbf G}e^{-G^2/4\eta^2}\cos\mathbf G\cdot\mathbf s.\label{eq:theta}
\end{equation}
Its gradient brings down $-2\eta^2(\mathbf s-\mathbf L)$ on the left and turns the cosine into $-\mathbf G\sin\mathbf G\cdot\mathbf s$ on the right, where $\mathbf G=0$ drops out. Dividing by $-2\eta^2$ and inserting in (\ref{eq:dFR}) with $\mathbf s=\boldsymbol\tau_i-\boldsymbol\tau_j$ gives the prefactor $-(4\eta^2/\sqrt\pi)\,\pi^{3/2}/(2\Omega\eta^5)=-2\pi/\Omega\eta^3$, so
\begin{equation}
\frac{\partial\mathbf F_i^R}{\partial\eta}=-\frac{2\pi}{\Omega\eta^3}Z_i\sum_{\mathbf G\neq0}\mathbf G\,e^{-G^2/4\eta^2}\sum_jZ_j\sin\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j).
\end{equation}
In (\ref{eq:FG}), $\partial e^{-G^2/4\eta^2}/\partial\eta=(G^2/2\eta^3)e^{-G^2/4\eta^2}$ cancels $1/G^2$ and leaves the same expression with prefactor $+2\pi/\Omega\eta^3$. The two derivatives add to zero.

For the energy, the three terms of (\ref{eq:psi}) have derivatives $-(2/\sqrt\pi)\sum_{\mathbf L}e^{-\eta^2|\mathbf r-\mathbf L|^2}$, $(2\pi/\Omega\eta^3)\sum_{\mathbf G\neq0}e^{-G^2/4\eta^2}\cos\mathbf G\cdot\mathbf r$ and $2\pi/\Omega\eta^3$. The third supplies the $\mathbf G=0$ term missing from the second, and (\ref{eq:theta}) times $2/\sqrt\pi$ then cancels the first. In $\xi$, the derivative $-2/\sqrt\pi$ of the self term supplies the missing $\mathbf L=0$ term. An implementation that omits $E_{\rm bg}$ thus has correct forces and, for $Q\neq0$, an energy that depends on $\eta$.

\section{Divergence of the force}

Away from lattice points (\ref{eq:psidef}) gives $\nabla^2\psi=4\pi/\Omega$, so (\ref{eq:Fpsi}) implies, for any cell,
\begin{equation}
\frac{\partial}{\partial\boldsymbol\tau_i}\cdot\mathbf F_i=-\frac{4\pi}{\Omega}Z_i(Q-Z_i).\label{eq:div}
\end{equation}
The background therefore acts on the ions although $E_{\rm bg}$ gives no force; it enters through the absent $\mathbf G=0$ term. The term $+4\pi Z_i^2/\Omega$ remains for $Q=0$, where there is no background. A charge moved alone, with its images fixed, would feel the potential $\sum_{j\neq i}Z_j\psi+Z_i(\psi-1/r)$, whose Laplacian is $4\pi Q/\Omega$. The images move with the ion, which removes the $Z_i$ part. This argument uses the periodic $\psi$ with zero average field, so this term too comes from the absent $\mathbf G=0$ component. In a finite neutral cluster in vacuum the bare fields of the other charges have no divergence at the ion, whether or not its images move with it. In (\ref{eq:cluster}) below, the dipole term has divergence $-4\pi Z_i^2/\Omega$ and cancels the term.

This part has derived the Ewald force from the energy defined by the periodic Poisson problem, shown that the converged force does not depend on $\eta$, and found its divergence. What remains is the relation to bare Coulomb sums, the expansion for a displaced CsCl structure, the choice of cutoffs and a worked numerical example.
